\section*{Band-Energy Error of a Density Matrix: Eigenvalue and Rotation Parts}

\section{A zero energy error with a wrong density matrix}

Take a gapped chain of 100 sites, compute its density matrix, and set every element of magnitude below 0.01 to zero. The band energy does not change, although 89\% of the matrix elements have been removed. One purification step, meant to improve the matrix, then raises the energy error from zero to 0.092~eV. A second step lowers it to 0.039~eV, and further steps leave it near that value.

Judged by the energy alone, the truncated matrix looks perfect and purification looks harmful. In fact two errors of opposite sign are present: the eigenvalues of the density matrix are no longer 0 and 1, and its occupied subspace has turned. Purification repairs the first error and cannot repair the second. To control a sparse calculation, the two must be separated.

\section{Setting and definitions}

Let $H$ be a fixed Hermitian one-electron matrix in an orthonormal basis, with eigenvalues $\varepsilon_1\le\varepsilon_2\le\dots$ The lowest $N$ states are occupied in each spin channel. Indices $i,j$ denote occupied eigenstates of $H$ and $a,b$ empty ones. Assume a gap
\begin{equation}
g=\varepsilon_{N+1}-\varepsilon_N>0,\qquad \varepsilon_N<\mu<\varepsilon_{N+1}.
\end{equation}
The exact density matrix $P$ projects on the occupied states, and $Q=1-P$. All energies are per spin channel; for a closed shell they double. Because $H$ is fixed, the response of a self-consistent mean field to an error in the density is not included.

The approximate density matrix $D$ is Hermitian, with eigenvalues $f_n$ and orthonormal eigenvectors $u_n$. Assume that $N$ of the $f_n$ lie above $1/2$ and the others below. This holds whenever the spectral norm of $D-P$ is less than $1/2$, since no eigenvalue can then move by $1/2$ from its value 1 or 0. Let $\tilde P$ project on the $N$ eigenvectors with $f_n>1/2$, and define
\begin{equation}
\Delta=D-\tilde P,\qquad X=\tilde P-P .
\end{equation}
The matrix $\Delta$ has the same eigenvectors as $D$. Its eigenvalues are the deviations $\delta_n=f_n-1$ for $f_n>1/2$ and $\delta_n=f_n$ otherwise. The matrix $X$ depends only on the two subspaces.

\section{The exact split}

Since $D-P=\Delta+X$,
\begin{equation}
\operatorname{Tr}H(D-P)=\operatorname{Tr}H\Delta+\operatorname{Tr}HX .
\end{equation}
Inserting $\Delta=\sum_n\delta_n|u_n\rangle\langle u_n|$ gives the first part,
\begin{equation}
\operatorname{Tr}H\Delta=\sum_n\delta_n\langle u_n|H|u_n\rangle ,
\label{eq:eigpart}
\end{equation}
which is linear in the deviations at fixed eigenvectors.

The second part looks linear in $X$, but $X$ is a difference of two projectors, and this constrains it. Using $P^2=P$ and $\tilde P^2=\tilde P$,
\begin{equation}
X^2=\tilde P+P-\tilde PP-P\tilde P .
\end{equation}
Multiply by $P$ on both sides, then by $Q$ on both sides, with $PQ=0$:
\begin{align}
PX^2P&=P\tilde PP+P-2P\tilde PP=P-P\tilde PP=-PXP,\label{eq:pp}\\
QX^2Q&=Q\tilde PQ=QXQ.\label{eq:qq}
\end{align}
The diagonal blocks of $X$ are thus quadratic in $X$. Physically, a small rotation mixes empty states into occupied ones with an amplitude proportional to the angle, but transfers population in proportion to its square.

Both projectors have rank $N$, so $\operatorname{Tr}X=0$ and $H$ may be replaced by $H-\mu$. As $H$ commutes with $P$, it has no block between occupied and empty states, and only the diagonal blocks of $X$ enter the trace:
\begin{align}
\operatorname{Tr}HX&=\operatorname{Tr}(H-\mu)PXP+\operatorname{Tr}(H-\mu)QXQ\nonumber\\
&=\operatorname{Tr}(\mu-H)PX^2P+\operatorname{Tr}(H-\mu)QX^2Q .
\end{align}
The sign in the first term comes from Eq.~\eqref{eq:pp}. On occupied states $\mu-H=|H-\mu|$, and on empty states $H-\mu=|H-\mu|$. Therefore
\begin{equation}
\boxed{\operatorname{Tr}H(D-P)=\sum_n\delta_n\langle u_n|H|u_n\rangle+\operatorname{Tr}\bigl(|H-\mu|X^2\bigr)}
\label{eq:main}
\end{equation}
No small quantity was assumed. The rotation part is never negative, because it is the trace of a product of two positive semidefinite matrices.

\section{How large the rotation part can be}

Taking traces of Eqs.~\eqref{eq:pp} and \eqref{eq:qq} and using $\operatorname{Tr}X=0$, we find that the two blocks of $X^2$ have equal trace:
\begin{equation}
w\equiv\operatorname{Tr}PX^2=\operatorname{Tr}QX^2=\tfrac12\|X\|_F^2 ,
\end{equation}
where $\|\cdot\|_F$ is the Frobenius norm. Also $w=N-\operatorname{Tr}P\tilde P$. If $\cos\theta_k$ are the singular values of the overlap matrix between orthonormal bases of the two subspaces, then $\operatorname{Tr}P\tilde P=\sum_k\cos^2\theta_k$ and $w=\sum_k\sin^2\theta_k$. Thus $w$ is the number of electrons transferred from the exact occupied space to the empty space.

In the eigenbasis of $H$,
\begin{equation}
\operatorname{Tr}HX=\sum_a(\varepsilon_a-\mu)(X^2)_{aa}+\sum_i(\mu-\varepsilon_i)(X^2)_{ii}.
\label{eq:diag}
\end{equation}
All diagonal elements of $X^2$ are nonnegative, and each sum carries total weight $w$. Replacing the energies by their smallest or largest values gives
\begin{equation}
g\,w\le\operatorname{Tr}HX\le(\varepsilon_{\max}-\varepsilon_{\min})\,w .
\label{eq:bounds}
\end{equation}
Each transferred electron costs at least the gap and at most the spectral width. As $g\to0$ the lower bound loses its content: a large rotation among states near $\mu$ may then cost little energy, so a small rotation energy $\operatorname{Tr}HX$ no longer implies an accurate subspace. With a gap it does, since $w\le\operatorname{Tr}HX/g$, but this concerns the rotation part alone and not the total error of a $D$ that is not idempotent.

\section{Orders when both errors are small}

Let the eigenvectors of $D$ be $u_n=e^{sK}v_n$, where $Hv_n=\varepsilon_nv_n$ and $K$ is anti-Hermitian, and let $\delta_n=s\,d_n$. Then
\begin{equation}
\langle u_n|H|u_n\rangle=\varepsilon_n+s\langle v_n|HK-KH|v_n\rangle+O(s^2)=\varepsilon_n+O(s^2),
\end{equation}
because both terms of the commutator give $\varepsilon_n\langle v_n|K|v_n\rangle$. The eigenvalue part is therefore
\begin{equation}
\operatorname{Tr}H\Delta=s\sum_nd_n\varepsilon_n+O(s^3).
\end{equation}
For the rotation, $\tilde P=e^{sK}Pe^{-sK}$ gives $X=s(KP-PK)+O(s^2)$, hence $X_{ai}=sK_{ai}+O(s^2)$. The occupied--occupied and empty--empty blocks of $X$ are $O(s^2)$ by Eqs.~\eqref{eq:pp} and \eqref{eq:qq}. To leading order $(X^2)_{aa}=s^2\sum_i|K_{ai}|^2$ and $(X^2)_{ii}=s^2\sum_a|K_{ai}|^2$. In Eq.~\eqref{eq:diag} $\mu$ cancels:
\begin{equation}
\operatorname{Tr}HX=s^2\sum_{ai}(\varepsilon_a-\varepsilon_i)|K_{ai}|^2+O(s^3).
\end{equation}

In the chain described below, with a random $K$ of unit spectral norm and random $d_n$ of magnitude between 0.2 and 1, directed into the interval $[0,1]$, the two coefficients are 212.20~eV and 47.11~eV. At $s=0.01$ they predict
\begin{align}
0.01\times212.20~\text{eV}&=2.1220~\text{eV},\\
(0.01)^2\times47.11~\text{eV}&=0.00471~\text{eV}.
\end{align}
Splitting $D$ numerically gives 2.1219~eV and 0.00471~eV. Halving $s$ to 0.005 halves the first part and quarters the second.

\section{Truncation ties the two parts together}

In the last section the deviations and the rotation were chosen independently. Truncation does not choose them independently. Write $D=P+\lambda E$ with a fixed Hermitian $E$. The total error is linear in $\lambda$ without remainder:
\begin{equation}
\operatorname{Tr}H(D-P)=\lambda\operatorname{Tr}HE .
\label{eq:linear}
\end{equation}

To find the rotation, write $\tilde P=P+\lambda Y+O(\lambda^2)$. This expansion exists for small $\lambda$ because the eigenvalues 1 and 0 of $P$ are well separated. Idempotency at first order requires $PY+YP=Y$, so $PYP=0$ and $QYQ=0$. Since $\tilde P$ commutes with $D$, the first-order terms obey
\begin{equation}
PY-YP+EP-PE=0 .
\end{equation}
Multiplying by $Q$ from the left and $P$ from the right gives $-QYP+QEP=0$, so $X_{ai}=\lambda E_{ai}+O(\lambda^2)$. As before,
\begin{align}
\operatorname{Tr}HX&=\lambda^2S+O(\lambda^3),\qquad S=\sum_{ai}(\varepsilon_a-\varepsilon_i)|E_{ai}|^2,\label{eq:S}\\
\operatorname{Tr}H\Delta&=\lambda\operatorname{Tr}HE-\lambda^2S+O(\lambda^3).
\end{align}
The second line is Eq.~\eqref{eq:linear} minus the first. The eigenvalue part contains a negative second-order term that cancels the rotation energy.

Two levels show the mechanism. Let $\varepsilon=\mp g/2$ and
\begin{equation}
D=\begin{pmatrix}1&x\\x&0\end{pmatrix},\qquad f_\pm=\tfrac12\pm\sqrt{\tfrac14+x^2}.
\end{equation}
For small $x$, $f_+\approx1+x^2$ and $f_-\approx-x^2$. The off-diagonal element turns the occupied vector, which costs $gx^2$. It also overfills the lower level and makes the upper occupation negative, which yields $x^2(-g/2)-x^2(g/2)=-gx^2$. The total is zero.

The occupations outside $[0,1]$ are essential. If all $f_n$ lie in $[0,1]$, then $0\le D_{aa}$ and $D_{ii}\le1$, and
\begin{equation}
\operatorname{Tr}(H-\mu)(D-P)=\sum_a(\varepsilon_a-\mu)D_{aa}+\sum_i(\mu-\varepsilon_i)(1-D_{ii})\ge0 .
\label{eq:var}
\end{equation}
Equality needs $D_{aa}=0$ and $D_{ii}=1$ for all $a$ and $i$. A positive semidefinite matrix with a zero diagonal element has a zero row there; applied to $D$ and to $1-D$, this forces $D=P$. A wrong $D$ for which the left side of Eq.~\eqref{eq:var} is zero or negative must therefore have an eigenvalue outside $[0,1]$.

The use of $H-\mu$ matters when $\operatorname{Tr}D\ne N$. A shift $H\to H+c$ changes the eigenvalue part by $c\operatorname{Tr}\Delta$ and leaves the rotation part alone. With a wrong electron number the band-energy error depends on the energy zero. The quantity $\operatorname{Tr}(H-\mu)(D-P)$ does not, if $\mu$ is shifted together with $H$, but it still depends on where $\mu$ is placed in the gap. Nor does a zero value prove that $D$ is correct, as the opening example shows.

\section{What purification changes}

A McWeeny step replaces $D$ by $3D^2-2D^3$. A polynomial of $D$ has the eigenvectors of $D$, so only the occupations change. For an empty level $f=\delta$, and for an occupied level $f=1+\delta$:
\begin{align}
3\delta^2-2\delta^3&=\delta^2(3-2\delta),\\
3(1+\delta)^2-2(1+\delta)^3&=1-\delta^2(3+2\delta).
\end{align}
The terms linear in $\delta$ cancel, and small deviations of either sign end up inside $[0,1]$.

The iteration reaches $\tilde P$ if $|\delta_n|<(\sqrt3-1)/2\approx0.366$. The new deviation has magnitude at most $|\delta|^2(3+2|\delta|)$, which increases with $|\delta|$ and equals $1/2$ at this limit. After one step an empty level thus has $0\le f<1/2$. From there $f(3-2f)<1$, so $f$ decreases at each step towards the fixed point at zero. Occupied levels follow by the symmetry $f\to1-f$ of the map.

Purification without further truncation therefore removes the eigenvalue part and leaves $\operatorname{Tr}HX$ as the final error. Truncating again between steps introduces a new $E$, and with it a new rotation.

\section{Worked example: a thresholded chain}

The chain is open and half filled, with $N=50$. Its hopping elements are $-3$ and $-2$~eV in alternation, starting with the stronger bond, and its site energies are $0.5\cos(1.7m)$~eV for $m=0,\dots,99$. We take $\mu=0$. The gap is 2.011~eV, the spectral width 10.04~eV and the exact band energy $-167.28$~eV.

All elements of $P$ with magnitude below $\tau$ are set to zero. The diagonal and nearest-neighbour elements survive at the thresholds used. The removed elements multiply zeros of $H$, so $\operatorname{Tr}HE=0$ and the total error vanishes. This exact zero is special to a Hamiltonian whose nonzero elements all lie inside the kept pattern. A Fock or Kohn--Sham matrix in an orthogonalized basis has longer tails; $\operatorname{Tr}HE$ is then nonzero, can have either sign, and need not match the rotation part in size. The rotation part and the totals after one and two McWeeny steps are, in eV:

\begin{center}
\begin{tabular}{ccccc}
$\tau$ & kept & rotation & 1 step & 2 steps\\
\hline
0.030 & 6.8\% & 0.1793 & 0.5647 & 0.1817\\
0.010 & 10.8\% & 0.0393 & 0.0925 & 0.0394\\
0.003 & 16.4\% & 0.0050 & 0.0139 & 0.0050
\end{tabular}
\end{center}

Before purification the eigenvalue part is the negative of the rotation column. At $\tau=0.01$ the occupations run from $-0.0125$ to $1.0126$, outside $[0,1]$ as required. After one step the eigenvalue part has changed from $-0.0393$ to $+0.0531$~eV, and the total is
\begin{equation}
0.0393~\text{eV}+0.0531~\text{eV}=0.0925~\text{eV}
\end{equation}
within rounding. The step has removed the negative compensation and left positive terms of order $\delta^2$, which are here larger than the rotation energy. After the second step the eigenvalue part is $5\times10^{-5}$~eV.

The transferred population at this threshold is $w=0.00788$. Equation~\eqref{eq:bounds} then places the rotation energy between $0.0158$ and $0.0791$~eV; the value 0.0393~eV lies inside. The second-order estimate, Eq.~\eqref{eq:S} with $\lambda=1$, gives 0.0391~eV, low by 0.5\% of the rotation part.

Lowering $\tau$ tenfold, from 0.03 to 0.003, reduces the rotation energy by a factor of 36, not 100. The quadratic law refers to the size of the rotation, not to the threshold. Here $w$ falls from 0.0391 to 0.00105, so $\|X\|_F=\sqrt{2w}$ falls by a factor of about 6.

\section{Two errors need two monitors}

The eigenvalue part can be bounded from idempotency. If $|\delta_n|<1/2$, each eigenvalue of $D-D^2$ has magnitude $|\delta_n|\,|1\pm\delta_n|\ge|\delta_n|/2$, with the upper sign for occupied levels. Hence $\|\Delta\|_F\le2\|D-D^2\|_F$, and the Cauchy--Schwarz inequality gives
\begin{equation}
|\operatorname{Tr}(H-\mu)\Delta|\le2\|H-\mu\|_F\,\|D-D^2\|_F .
\end{equation}
The bound is safe but can be loose. At $\tau=0.01$ it is 5.4~eV, against an actual magnitude of 0.039~eV: it is linear in the deviations, while the first-order energy vanishes for this truncation. A nonzero first-order energy does not make it tight either. The Cauchy--Schwarz step is sharp only when $\Delta$ is proportional to $H-\mu$, and a random symmetric error in a matrix of this dimension typically leaves the bound too large by a similar factor, of order 100.

Idempotency alone does not exclude a rotation. A projector on a random 50-dimensional subspace of the chain satisfies $D=D^2$, yet its energy error is 165.7~eV.

The commutator with $H$ does respond to rotation. Since $[H,P]=0$, $[H,\tilde P]=[H,X]$, whose elements between empty and occupied states are $(\varepsilon_a-\varepsilon_i)X_{ai}$. Counting these elements and their conjugates,
\begin{equation}
\|[H,\tilde P]\|_F^2\ge2g^2\sum_{ai}|X_{ai}|^2 .
\end{equation}
The sum equals $\sum_k\sin^2\theta_k\cos^2\theta_k$, which never exceeds $w$ and equals it to leading order for small rotations. As a leading-order estimate, not a strict bound, $w\lesssim\|[H,\tilde P]\|_F^2/(2g^2)$, and Eq.~\eqref{eq:bounds} converts this into an energy. The restriction to small rotations is needed: a projector on the wrong eigenstates of $H$ also commutes with $H$.

The numerical check tests the split, the bounds on both parts, the leading orders and the action of purification; the commutator estimate rests on the derivation above.

\section*{Computed results}
\begin{verbatim}
Sites 100, occupied states per spin 50
Hoppings (magnitude) 3.0, 2.0 eV; site amplitude 0.5 eV; mu 0.0 eV
Gap 2.01087 eV; spectral width 10.04156 eV
Exact band energy per spin -167.282336 eV
Random subspace: rotation energy 165.6917 eV, sum sin^2 24.8446
Threshold 0.030: kept elements 6.78 %
  eigenvalues of D: min -0.031652, max 1.031267; max |delta| 0.036431
  total error 0.0e+00 eV (magnitude)
  eigenvalue part -0.17925184 eV; rotation part 0.17925184 eV
  second-order rotation estimate 0.17759086 eV
  sum sin^2 3.9123e-02; rotation bounds 7.8670e-02, 3.9285e-01 eV
  idempotency bound on eigenvalue part 1.4705e+01 eV
  total after 1, 2 McWeeny steps 0.56471907, 0.18168046 eV
  eigenvalue part after 1, 2 steps 3.8547e-01, 2.4286e-03 eV
Threshold 0.010: kept elements 10.76 %
  eigenvalues of D: min -0.012484, max 1.012594; max |delta| 0.014707
  total error 0.0e+00 eV (magnitude)
  eigenvalue part -0.03932864 eV; rotation part 0.03932864 eV
  second-order rotation estimate 0.03911419 eV
  sum sin^2 7.8796e-03; rotation bounds 1.5845e-02, 7.9123e-02 eV
  idempotency bound on eigenvalue part 5.4088e+00 eV
  total after 1, 2 McWeeny steps 0.09247312, 0.03937906 eV
  eigenvalue part after 1, 2 steps 5.3144e-02, 5.0415e-05 eV
Threshold 0.003: kept elements 16.42 %
  eigenvalues of D: min -0.005627, max 1.005647; max |delta| 0.005647
  total error 0.0e+00 eV (magnitude)
  eigenvalue part -0.00499883 eV; rotation part 0.00499883 eV
  second-order rotation estimate 0.00499376 eV
  sum sin^2 1.0476e-03; rotation bounds 2.1066e-03, 1.0519e-02 eV
  idempotency bound on eigenvalue part 2.1935e+00 eV
  total after 1, 2 McWeeny steps 0.01393658, 0.00500025 eV
  eigenvalue part after 1, 2 steps 8.9378e-03, 1.4227e-06 eV
Scaling study: linear coefficient 212.19954 eV; quadratic coefficient 47.10929 eV
  s 0.020: eigenvalue part 4.2435088 eV; rotation part 0.0188423 eV; trace drift -0.00213
  s 0.010: eigenvalue part 2.1219351 eV; rotation part 0.0047108 eV; trace drift -0.00107
  s 0.005: eigenvalue part 1.0609902 eV; rotation part 0.0011777 eV; trace drift -0.00053
  observed orders from last halving: eigenvalue 1.0000, rotation 2.0000
\end{verbatim}
